# The C6 coefficient from dipole coupling, worked for two hydrogen atoms

## The decision

Suppose an energy calculation leaves out the correlation between electrons on distant atoms, and you want to restore it with a term \(-C_6/R^6\). You must decide where \(C_6\) comes from. London's formula needs two numbers per atom, a static polarizability and a characteristic frequency. The Casimir-Polder integral needs the polarizability at a range of imaginary frequencies. For two hydrogen atoms, London's formula with the ionization energy as frequency gives 7.59, while the full dipole response gives 6.499. These notes derive both results and show where the difference arises.

Hartree atomic units are used: energies in \(E_h\), lengths in \(a_0\), \(C_6\) in \(E_h a_0^6\). The figure 6.499 belongs to these units.

## Assumptions

Atoms A and B are neutral, with S ground states that are nondegenerate apart from spin. The nuclei are fixed at distance \(R\) along \(z\). The electron clouds overlap so little that exchange can be neglected and each electron can be assigned to one atom. The Coulomb interaction is taken as instantaneous, which requires \(R\ll c/\omega\) for the important excitation frequencies \(\omega\).

## The dipole coupling

Take one electron on each atom, at \(\mathbf a\) from nucleus A and \(\mathbf b\) from nucleus B. The interaction between the atoms is

\[
V=\frac1R+\frac1{|R\mathbf e_z+\mathbf b-\mathbf a|}-\frac1{|R\mathbf e_z+\mathbf b|}-\frac1{|R\mathbf e_z-\mathbf a|}.
\]

For \(|\mathbf c|\ll R\), write \(|R\mathbf e_z+\mathbf c|^2=R^2(1+\epsilon)\) with \(\epsilon=2c_z/R+c^2/R^2\). Using \((1+\epsilon)^{-1/2}=1-\epsilon/2+3\epsilon^2/8-\dots\),

\[
\frac1{|R\mathbf e_z+\mathbf c|}=\frac1R-\frac{c_z}{R^2}+\frac{3c_z^2-c^2}{2R^3}+\dots
\]

Insert \(\mathbf c=\mathbf b-\mathbf a,\ \mathbf b,\ -\mathbf a\) in turn.

- Order \(1/R\): \(1+1-1-1=0\).
- Order \(1/R^2\): \(-(b_z-a_z)+b_z-a_z=0\).
- Order \(1/R^3\): the terms in \(\mathbf a\) alone and \(\mathbf b\) alone cancel. The cross term is \(\tfrac12(-6a_zb_z+2\,\mathbf a\cdot\mathbf b)\).

Hence, to leading order,

\[
V=\frac{x_Ax_B+y_Ay_B-2z_Az_B}{R^3}.
\]

For more electrons, sum over all pairs of charges. Any term that depends on positions in one atom alone is multiplied by the total charge of the other atom, which is zero. The same \(V\) remains, with \(x_A\) now the sum of \(x\) over the electrons of A, and so on.

## Second-order energy

The first-order energy contains \(\langle0|x|0\rangle\) and its partners, which vanish by parity. For the same reason \(V\) does not connect the ground state to states in which a single atom is excited. Both atoms must be excited.

In a spherical atom, \(x|0\rangle\), \(y|0\rangle\) and \(z|0\rangle\) lead to three different components \(n_x,n_y,n_z\) of each P level, with equal amplitudes:

\[
\langle n_x|x|0\rangle=\langle n_y|y|0\rangle=\langle n_z|z|0\rangle\equiv z_n .
\]

With \(g_x=g_y=1\) and \(g_z=-2\), the matrix element to the pair state \(n_i m_i\) is \(g_i z_nz_m/R^3\). The three directions reach different final states, so their squares add without interference:

\[
E^{(2)}=-\frac{1+1+4}{R^6}\sum_{nm}\frac{|z_n|^2|z_m|^2}{\omega_n+\omega_m},
\qquad
C_6=6\sum_{nm}\frac{|z_n|^2|z_m|^2}{\omega_n+\omega_m}.
\]

Here \(n\) belongs to A, \(m\) to B, \(\omega_n=E_n-E_0\), and the sums include the continuum. Every term is positive, so the energy is negative and the force attractive. \(V\) does not act on spin, so all spin states of the pair share this \(C_6\).

The ground state is what makes every denominator \(\omega_n+\omega_m\) positive. With an excited atom this is no longer guaranteed, and even the power of \(R\) can change. If one of two identical atoms is in an excited P state, the states \(|n_i,0\rangle\) and \(|0,n_i\rangle\) are degenerate and are coupled by \(g_i|z_n|^2/R^3\). The energy then splits in first order, as \(\pm1/R^3\).

## Polarizability at imaginary frequency

The denominator \(\omega_n+\omega_m\) ties the two spectra together. To separate them, we first need the response of one atom.

A field \(F\cos\omega t\) along \(z\) adds \(zF\cos\omega t\) to the Hamiltonian, because the electron has charge \(-1\). The first-order amplitudes obey \(i\dot c_n=z_nF\cos(\omega t)\,e^{i\omega_nt}\). Their driven solution is

\[
c_n=-\frac{z_nF}{2}\left[\frac{e^{i(\omega_n+\omega)t}}{\omega_n+\omega}+\frac{e^{i(\omega_n-\omega)t}}{\omega_n-\omega}\right].
\]

The induced dipole is \(-2\,\mathrm{Re}\sum_n z_n^*c_ne^{-i\omega_nt}=\alpha(\omega)F\cos\omega t\). Adding the two fractions gives

\[
\alpha(\omega)=\sum_n\frac{2\omega_n|z_n|^2}{\omega_n^2-\omega^2},
\qquad
\alpha(iu)=\sum_n\frac{2\omega_n|z_n|^2}{\omega_n^2+u^2}.
\]

On the real axis \(\alpha\) has poles at the discrete excitation energies, and above the ionization threshold the denominator vanishes inside the integral over the continuum. On the imaginary axis each term is positive and falls smoothly with \(u\), which makes numerical integration easy.

## The Casimir-Polder integral

For positive \(p\ne q\), partial fractions and \(\int_0^\infty du/(p^2+u^2)=\pi/(2p)\) give

\[
\int_0^\infty\!\frac{du}{(p^2+u^2)(q^2+u^2)}
=\frac{1}{q^2-p^2}\,\frac\pi2\left(\frac1p-\frac1q\right)
=\frac{\pi}{2pq(p+q)}.
\]

The case \(p=q\) follows by continuity. Apply this to each pair of terms in \(\alpha_A\alpha_B\):

\[
\int_0^\infty\!\alpha_A(iu)\alpha_B(iu)\,du
=\sum_{nm}4\omega_n\omega_m|z_n|^2|z_m|^2\frac{\pi}{2\omega_n\omega_m(\omega_n+\omega_m)}
=2\pi\,\frac{C_6}{6}.
\]

Therefore

\[
C_6=\frac3\pi\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du .
\]

Each atom can now be treated by itself. Once \(\alpha(iu)\) is stored for a set of atoms on a common frequency grid, every pair costs one quadrature.

## London's formula

Replace each spectrum by one effective frequency while keeping the static polarizability \(\alpha_0\):

\[
\alpha(iu)\approx\frac{\alpha_0\,\omega^2}{\omega^2+u^2}.
\]

The same integral, with \(p=\omega_A\) and \(q=\omega_B\), gives

\[
C_6\approx\frac3\pi\,\alpha_A\alpha_B\,\omega_A^2\omega_B^2\,\frac{\pi}{2\omega_A\omega_B(\omega_A+\omega_B)}
=\frac32\,\alpha_A\alpha_B\frac{\omega_A\omega_B}{\omega_A+\omega_B},
\]

where \(\alpha_A,\alpha_B\) are static values. For like atoms this is \(\tfrac34\alpha_0^2\omega\). Nothing in the derivation says that \(\omega\) is the ionization energy. That choice is a separate estimate.

**A case where one frequency suffices.** Let each atom be an isotropic oscillator of unit mass and charge. A static field \(F\) displaces it by \(F/\omega^2\) in magnitude, so \(\alpha_0=1/\omega^2\). Along direction \(i\), the coupling \(g=g_i/R^3\) gives normal frequencies \(\Omega_1,\Omega_2\) with

\[
\Omega_1^2+\Omega_2^2=\omega_A^2+\omega_B^2,\qquad
\Omega_1^2\Omega_2^2=\omega_A^2\omega_B^2-g^2 .
\]

Hence, for small \(g\),

\[
(\Omega_1+\Omega_2)^2=\omega_A^2+\omega_B^2+2\sqrt{\omega_A^2\omega_B^2-g^2}
\approx(\omega_A+\omega_B)^2-\frac{g^2}{\omega_A\omega_B}.
\]

Taking the root and halving, the zero-point energy changes by \(-g^2/[4\omega_A\omega_B(\omega_A+\omega_B)]\). Since \(\sum_i g_i^2=6\),

\[
C_6=\frac{3}{2\,\omega_A\omega_B(\omega_A+\omega_B)},
\]

which is London's formula with \(\alpha_0=1/\omega^2\). For \(\omega_A=0.4\) and \(\omega_B=1\) it gives \(1.5/(0.4\times1.4)=2.679\). The numerically computed normal modes give the same value.

## Bounds for like atoms

Let \(\omega_1\) be the lowest dipole excitation energy. Two sums are needed. Completeness and \(\langle0|z|0\rangle=0\) give \(\sum_n|z_n|^2=\langle z^2\rangle\), and the static polarizability gives \(\sum_n|z_n|^2/\omega_n=\alpha_0/2\).

*Lower bound.* Both frequencies are at least \(\omega_1\), so \(\omega_1(\omega_n+\omega_m)\le2\omega_n\omega_m\), and \(1/(\omega_n+\omega_m)\ge\omega_1/(2\omega_n\omega_m)\). Then

\[
C_6\ge3\omega_1\left(\frac{\alpha_0}{2}\right)^2=\frac34\alpha_0^2\omega_1 .
\]

*Upper bound.* From \((\omega_n+\omega_m)^2\ge4\omega_n\omega_m\) follows \(1/(\omega_n+\omega_m)\le\frac14(1/\omega_n+1/\omega_m)\). Then

\[
C_6\le6\cdot\frac14\cdot2\,\langle z^2\rangle\frac{\alpha_0}{2}=\frac32\,\alpha_0\langle z^2\rangle .
\]

Both bounds have London's form, with \(\omega=\omega_1\) and \(\omega=2\langle z^2\rangle/\alpha_0\). An effective frequency outside this interval cannot give the true \(C_6\).

## Hydrogen: the equations

Write the excited p functions as \(u(r)/r\) times \(Y_{10}\). Their radial Hamiltonian is \(-\frac12u''+u/r^2-u/r\), and \(E_0=-\frac12\). Use the basis \(u_k=r^{k+2}e^{-r}\), \(k=0,\dots,N-1\). Differentiating \(r^se^{-r}\) twice gives \([s(s-1)r^{s-2}-2sr^{s-1}+r^s]e^{-r}\), so

\[
(H-E_0)\,r^se^{-r}=\left[\left(1-\tfrac{s(s-1)}2\right)r^{s-2}+(s-1)r^{s-1}\right]e^{-r}.
\]

With \(I(n)=\int_0^\infty r^ne^{-2r}dr=n!/2^{n+1}\) and \(s=k+2\), the overlap and energy matrices are

\[
S_{jk}=I(j+k+4),
\]
\[
W_{jk}=\left[1-\tfrac{(k+1)(k+2)}2\right]I(j+k+2)+(k+1)\,I(j+k+3).
\]

The ground state has \(u=2re^{-r}\), and \(\cos\theta\,Y_{00}=Y_{10}/\sqrt3\). So \(z\psi_0\) has the radial function \(2r^2e^{-r}/\sqrt3\), and its overlap with \(u_k\) is \(d_k=(2/\sqrt3)\,I(k+4)\).

Solving \(Wc=\omega Sc\) with \(c^TSc=1\) yields pseudostates with energies \(\omega_n\) and amplitudes \(z_n=c^Td\). They stand in for the whole p spectrum, bound and continuous.

**Why the result is a lower bound.** Let \(K=H_A+H_B-2E_0\), and let \(\chi_1\) solve \(K\chi_1=-V|00\rangle\), so that \(E^{(2)}=\langle\chi_1|V|00\rangle\). For any real trial function \(\chi\),

\[
2\langle\chi|V|00\rangle+\langle\chi|K|\chi\rangle=E^{(2)}+\langle\chi-\chi_1|K|\chi-\chi_1\rangle\ge E^{(2)},
\]

because \(K\) has no negative eigenvalue. Take \(\chi=\sum_{nmi}t_{nmi}|n_im_i\rangle\), a linear combination of products of pseudostates. Since the pseudostates are orthonormal and diagonalize \(W\), the left side is \(\sum_{nmi}[2t_{nmi}V_{nmi}+(\omega_n+\omega_m)t_{nmi}^2]\) with \(V_{nmi}=g_iz_nz_m/R^3\). Each term is smallest at \(t_{nmi}=-V_{nmi}/(\omega_n+\omega_m)\), where it equals \(-V_{nmi}^2/(\omega_n+\omega_m)\), so the minimum is the finite double sum \(-C_6(N)/R^6\). It lies above \(E^{(2)}\), so \(C_6(N)\le C_6\). Enlarging the basis can only lower the minimum, so \(C_6(N)\) cannot fall.

## Hydrogen: one and two functions by hand

The integrals needed are \(I(3)=\frac38\), \(I(4)=\frac34\), \(I(5)=\frac{15}8\), \(I(6)=\frac{45}8\).

**N = 1.** Here \(\omega=W_{00}/S_{00}=\frac38/\frac34=\frac12\), and \(|z|^2=d_0^2/S_{00}=\frac43\cdot\frac34=1\). So \(C_6=6\times1/(0.5+0.5)=6\).

**N = 2.** The matrices are

\[
S=\begin{pmatrix}\frac34&\frac{15}8\\ \frac{15}8&\frac{45}8\end{pmatrix},\qquad
W=\begin{pmatrix}\frac38&\frac34\\ \frac34&\frac94\end{pmatrix}.
\]

The condition \(\det(W-\omega S)=0\) reads

\[
\left(\tfrac38-\tfrac34\omega\right)\left(\tfrac94-\tfrac{45}8\omega\right)-\left(\tfrac34-\tfrac{15}8\omega\right)^2
=\tfrac{45}{64}\left(\omega^2-1.4\,\omega+0.4\right)=0,
\]

so \(\omega=0.4\) and \(\omega=1\).

Two sum rules fix the strengths. First, \(z\psi_0\) is proportional to \(u_0\) and lies in the basis, so \(\sum|z_n|^2=\langle z^2\rangle=1\). Second, the static response \(f\), defined by \((H-E_0)f=2r^2e^{-r}/\sqrt3\), also lies in the basis:

\[
f=\frac2{\sqrt3}\left(r^2+\tfrac12r^3\right)e^{-r}.
\]

Indeed, \(H-E_0\) turns \(r^2e^{-r}\) into \(re^{-r}\) and \(\frac12r^3e^{-r}\) into \((-r+r^2)e^{-r}\), which add up to \(r^2e^{-r}\). The two-function basis therefore gives the exact static polarizability,

\[
\alpha_0=2\cdot\tfrac43\left[I(4)+\tfrac12I(5)\right]=\tfrac83\cdot\tfrac{27}{16}=\tfrac92,
\]

and \(\sum|z_n|^2/\omega_n=\alpha_0/2=\frac94\). If the lower state has strength \(p\), then \(p/0.4+(1-p)=2.25\), so \(p=\frac56\). The double sum is

\[
C_6=6\left[\frac{25/36}{0.8}+2\,\frac{5/36}{1.4}+\frac{1/36}{2}\right]
=6\,(0.86806+0.19841+0.01389)=6.482 .
\]

The factor 6 was tested on this two-pseudostate model: diagonalizing the coupled pair at \(R=20\,a_0\) also gives 6.482.

## Convergence and an independent calculation

| N | \(C_6\) |
|---|---|
| 1 | 6.00000 |
| 2 | 6.48214 |
| 3 | 6.49844 |
| 4 | 6.49900 |
| 6 | 6.49903 |
| 10 | 6.49903 |

The values rise, as the variational argument requires, and settle at

\[
C_6=6.499\ E_ha_0^6=12.998\ \mathrm{Ry}\,a_0^6 .
\]

Two functions already come within 0.3 percent of this.

As a test without the basis, the response equation was solved on a radial grid at imaginary frequencies and the result was put into the Casimir-Polder integral. This gives 6.49903. The pointwise values are also instructive. At \(u=0.5\) the two-function polarizability is 1.893 against the converged 1.905, while at \(u=2\) it is 0.227 against 0.224. The error in \(\alpha(iu)\) changes sign, although \(C_6(N)\) is a lower bound. Further values are in the numerical output.

## Reading the numbers

**One excited level is not enough.** The 1s-2p element is \(z=0.7449\) and the excitation energy is 0.375. With both atoms in 2p, the contribution is \(6\times0.7449^4/0.75=2.46\), or 38 percent of \(C_6\). The rest comes from terms in which at least one atom is in a higher bound state or in the continuum.

**The ionization energy is too large a frequency here.** London's formula gives \(\frac34\times4.5^2\times0.5=7.59\), which is 17 percent above the full value. The bounds show that this had to be an overestimate. With \(\omega_1=0.375\) and \(2\langle z^2\rangle/\alpha_0=0.444\), they read

\[
5.695\le C_6\le6.750 ,
\]

and 0.5 lies above the allowed interval of frequencies. The value that reproduces 6.499 is \(\omega=0.428\).

For hydrogen, then, London's formula with the ionization energy serves as a rough estimate. The sign and size of its error belong to hydrogen and do not carry over. The same recipe is about 11 percent too low for helium, lower still for neon, and more than 50 percent too high for beryllium and magnesium. If errors of this size in \(C_6\) matter, compute \(\alpha(iu)\). For hydrogen, a basis of just \(z\psi_0\) and the static response comes within 0.3 percent. For other systems the same construction needs an accurate ground state and can be a few percent low.

## Where the result stops

At \(R=20\,a_0\) the leading energy is \(-6.499/20^6=-1.02\times10^{-7}\,E_h\). This is the \(R^{-6}\) term alone. The next coupling, dipole with quadrupole, varies as \(R^{-4}\). It leads to one P and one D state, not to the two P states reached by \(V\), so there is no cross term in \(R^{-7}\), and its own second-order energy varies as \(R^{-8}\). At shorter distance these terms grow relative to \(C_6/R^6\), and finally overlap and exchange invalidate the expansion. At distances comparable with \(c/\omega\), the instantaneous interaction is no longer justified. The hydrogen value also assumes a nonrelativistic Hamiltonian and infinitely heavy nuclei. It is a value for free atoms, and bonding changes the response. For two H\(_2\) molecules the orientation-averaged \(C_6\) is about 11, or roughly 3 for each of the four H-H pairs, less than half of 6.499. Free-atom coefficients cannot be carried unchanged into molecules or solids.

## Values computed for the example and the checks

```
Hartree atomic units: energy E_h, length a0
N=2 pseudostate 1: w = 0.4000 E_h, |z|^2 = 0.833333 a0^2
N=2 pseudostate 2: w = 1.0000 E_h, |z|^2 = 0.166667 a0^2
N=2 C6, double sum = 6.482143 E_h a0^6
N=2 C6, diagonalization at R = 20 a0: 6.482142 E_h a0^6
C6 with N =  1 functions = 6.00000000 E_h a0^6
C6 with N =  2 functions = 6.48214286 E_h a0^6
C6 with N =  3 functions = 6.49844398 E_h a0^6
C6 with N =  4 functions = 6.49900258 E_h a0^6
C6 with N =  6 functions = 6.49902660 E_h a0^6
C6 with N = 10 functions = 6.49902671 E_h a0^6
C6 with N = 15 functions = 6.49902671 E_h a0^6
alpha(iu) in a0^3: N=2, N=15, radial grid
  u = 0.00 E_h: 4.50000  4.50000  4.50000
  u = 0.25 E_h: 3.30998  3.31262  3.31262
  u = 0.50 E_h: 1.89268  1.90539  1.90539
  u = 1.00 E_h: 0.74138  0.74244  0.74244
  u = 2.00 E_h: 0.22692  0.22447  0.22447
C6, frequency integral, N=15 = 6.499027 E_h a0^6
C6, frequency integral, grid = 6.49903 E_h a0^6
static polarizability = 4.500000 a0^3
mean z^2 in the ground state = 1.000000 a0^2
1s-2p dipole element z = 0.744936 a0
1s-2p excitation energy = 0.3750 E_h
C6 from both atoms in 2p only = 2.4636 E_h a0^6
  share of the full C6 = 37.9 percent
London, w = ionization energy 0.5 E_h: 7.5938 E_h a0^6
  excess over the full C6 = 16.8 percent
London, w = 1s-2p energy (lower bound): 5.6953 E_h a0^6
London, w = 0.4444 E_h (upper bound): 6.7500 E_h a0^6
w for which London gives the full C6 = 0.4279 E_h
Oscillators w = 0.4, 1.0 E_h: normal modes 2.67857 E_h a0^6
  London's formula 2.67857 E_h a0^6
Leading energy at R = 20 a0: -1.0155e-07 E_h
Final C6 = 6.499027 E_h a0^6
Final C6 = 12.998053 Ry a0^6
```
